# Antisymmetric nuclear shielding: gauge origin and resonance frequency: a program that tests the result

```python
"""Antisymmetric nuclear shielding: its origin and its effect on the frequency.

Result under test: with the gauge origin at the nucleus the diamagnetic
shielding is symmetric, so the antisymmetric part (sigma_a n = a x n) is
paramagnetic; it changes the resonance frequency nu = nu0 |n - sigma n| by
  nu0 [ |a x n|^2 / 2 + (a x n).(sigma_s n) ]  + third order.
Model: two non-interacting paired electrons in an anisotropic harmonic well,
ground density ~ exp(-x^2/ax^2 - y^2/ay^2 - z^2/az^2), and a probe nucleus.
Internal units: hbar = m = e = 1, length unit 100 pm.  Tensors S are per
electron; sigma = 2 * prefactor * S, prefactor = mu0 e^2/(8 pi m * 100 pm).
First tensor index: nuclear moment.  Second tensor index: external field.
"""
import numpy as np
import mpmath as mp
import scipy.constants as sc
from scipy.integrate import quad
from numpy.polynomial.legendre import leggauss

mp.mp.dps = 30
UNIT = 100e-12
widths = np.array([1.0, 0.6, 0.5])
omega = 1 / widths**2
site = np.array([0.6, 0.4, 0.0])
centre = np.zeros(3)
axes = np.eye(3)


def sphere_grid(nucleus):
    """Quadrature in spherical coordinates about the nucleus."""
    t, wt = leggauss(56)
    r, wr = 3.75 * (t + 1), 3.75 * wt
    c, wc = leggauss(32)
    phi = 2 * np.pi * np.arange(64) / 64
    R, C, P = np.meshgrid(r, c, phi, indexing="ij")
    s = np.sqrt(1 - C**2)
    rel = np.array([R*s*np.cos(P), R*s*np.sin(P), R*C]).reshape(3, -1)
    w = (wr[:, None, None] * wc[None, :, None] * R**2 * 2*np.pi/64).ravel()
    dist = R.ravel()
    return rel, dist, w, rel + nucleus[:, None]


def density(pos):
    expo = np.sum((pos / widths[:, None])**2, axis=0)
    return np.exp(-expo) / (np.pi**1.5 * np.prod(widths))


def mean_distance(nucleus):
    rel, dist, w, pos = sphere_grid(nucleus)
    return np.sum(w * dist * density(pos))


def diamagnetic(nucleus, origin):
    """Mean product of the two vector potentials, from their definitions."""
    rel, dist, w, pos = sphere_grid(nucleus)
    weight = w * density(pos)
    a_field = [0.5*np.cross(e[:, None], pos - origin[:, None], axis=0)
               for e in axes]
    a_moment = [np.cross(e[:, None], rel, axis=0) / dist**3 for e in axes]
    return np.array([[2*np.sum(weight * np.sum(am * ab, axis=0))
                      for ab in a_field] for am in a_moment])


def oscillator_functions(pos):
    """Three lowest oscillator functions and derivatives on each axis."""
    values, slopes = [], []
    for x, a in zip(pos, widths):
        u = x / a
        f = [np.exp(-u**2/2) / np.sqrt(a*np.sqrt(np.pi))]
        f.append(np.sqrt(2)*u*f[0])
        for n in (1, 2):
            f.append(np.sqrt(2/(n+1))*u*f[n] - np.sqrt(n/(n+1))*f[n-1])
        g = [-np.sqrt(0.5)*f[1]/a]
        for n in (1, 2):
            g.append((np.sqrt(n/2)*f[n-1] - np.sqrt((n+1)/2)*f[n+1])/a)
        values.append(np.array(f[:3]))
        slopes.append(np.array(g))
    return values, slopes


def on_axis(matrix, axis):
    parts = [np.eye(3)]*3
    parts[axis] = matrix
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


lower = np.diag(np.sqrt([1.0, 2.0]), 1)
X = [on_axis(a/np.sqrt(2)*(lower + lower.T), i) for i, a in enumerate(widths)]
P = [on_axis(1j/(a*np.sqrt(2))*(lower.T - lower), i)
     for i, a in enumerate(widths)]
energies = np.array([np.dot(omega, n) for n in np.ndindex(3, 3, 3)])


def angular_momentum(origin):
    q = [X[i] - origin[i]*np.eye(27) for i in range(3)]
    return [q[(b+1) % 3] @ P[(b+2) % 3] - q[(b+2) % 3] @ P[(b+1) % 3]
            for b in range(3)]


def paramagnetic(nucleus, origin):
    """Explicit sum over excited states."""
    rel, dist, w, pos = sphere_grid(nucleus)
    f, g = oscillator_functions(pos)
    kernel = rel * (w / dist**3 * f[0][0]*f[1][0]*f[2][0])
    L = angular_momentum(origin)
    S = np.zeros((3, 3))
    for n, (i, j, k) in enumerate(np.ndindex(3, 3, 3)):
        l_n0 = np.array([L[b][n, 0] for b in range(3)])
        if n == 0 or np.max(abs(l_n0)) < 1e-14:
            continue
        grad = np.array([g[0][i]*f[1][j]*f[2][k], f[0][i]*g[1][j]*f[2][k],
                         f[0][i]*f[1][j]*g[2][k]])
        m_0n = -1j*np.cross(kernel, grad, axis=0).sum(axis=1)
        S -= 2*np.real(np.outer(m_0n, l_n0)) / (energies[n] - energies[0])
    return S


def total_closed_form(nucleus):
    """Shielding from the derived origin-free flow pattern."""
    rel, dist, w, pos = sphere_grid(nucleus)
    kernel = rel * (w * density(pos) / dist**3)
    S = np.zeros((3, 3))
    for b in range(3):
        c, d = (b+1) % 3, (b+2) % 3
        flow = np.zeros_like(pos)
        flow[c] = -omega[d]*pos[d]/(omega[c] + omega[d])
        flow[d] = omega[c]*pos[c]/(omega[c] + omega[d])
        S[:, b] = 2*np.cross(kernel, flow, axis=0).sum(axis=1)
    return S


def total_finite_field(nucleus, b=1e-3):
    """Diagonalize in a small field; Biot-Savart field of the current."""
    rel, dist, w, pos = sphere_grid(nucleus)
    f, g = oscillator_functions(pos)
    kernel = rel * (w / dist**3)
    L = angular_momentum(centre)
    S = np.zeros((3, 3))
    for k in range(3):
        for sign in (1, -1):
            # The term quadratic in the field cancels in the difference.
            H = np.diag(energies) + 0.5*sign*b*L[k]
            c = np.linalg.eigh(H)[1][:, 0].reshape(3, 3, 3)

            def combine(u, v, t):
                return np.einsum("ijk,ip,jp,kp->p", c, u, v, t, optimize=True)
            psi = combine(f[0], f[1], f[2])
            grad = np.array([combine(g[0], f[1], f[2]),
                             combine(f[0], g[1], f[2]),
                             combine(f[0], f[1], g[2])])
            flow = np.imag(psi.conj()*grad)
            flow += (0.5*sign*b*np.cross(axes[k][:, None], pos, axis=0)
                     * abs(psi)**2)
            S[:, k] += sign*np.cross(kernel, flow, axis=0).sum(axis=1)/b
    return S


def axial_vector(T):
    return 0.5*np.array([T[2, 1]-T[1, 2], T[0, 2]-T[2, 0], T[1, 0]-T[0, 1]])


def mean_inverse_distance(R):
    """One-dimensional Gaussian-transform integral, no spherical grid."""
    def integrand(s):
        q = 1 + (s*widths)**2
        return np.exp(-np.sum(s**2*R**2/q)) / np.sqrt(np.prod(q))
    return 2/np.sqrt(np.pi)*quad(integrand, 0, np.inf,
                                 epsabs=1e-12, epsrel=1e-11, limit=300)[0]


# Quadrature and symmetry of the diamagnetic tensor.
_, _, w0, pos0 = sphere_grid(site)
assert abs(np.sum(w0*density(pos0)) - 1) < 1e-8
dia_N = diamagnetic(site, site)
h = 0.005
hessian = np.array([[sum(s*t*mean_distance(site + h*(s*u + t*v))
                         for s in (1, -1) for t in (1, -1))/(4*h*h)
                     for v in axes] for u in axes])
assert np.max(abs(dia_N - hessian)) < 2e-4   # finite-difference error
assert np.max(abs(axial_vector(dia_N))) < 1e-10

# Asymmetry of the diamagnetic tensor for an origin at the well centre.
dia_C = diamagnetic(site, centre)
F = np.array([(mean_inverse_distance(site + 1e-3*e)
               - mean_inverse_distance(site - 1e-3*e))/2e-3 for e in axes])
shift_vec = site - centre
predicted = (np.dot(shift_vec, F)*np.eye(3) - np.outer(shift_vec, F))
assert np.max(abs(dia_C - dia_N - predicted)) < 2e-5
assert np.max(abs(axial_vector(dia_C))) > 1e-3

# Total shielding: three roads, several origins, two nuclear positions.
for place in (site, np.array([0.5, -0.3, 0.7])):
    closed = total_closed_form(place)
    for origin in (place, centre, np.array([-0.4, 0.9, 0.3])):
        summed = diamagnetic(place, origin) + paramagnetic(place, origin)
        assert np.max(abs(summed - closed)) < 1e-6
    assert np.max(abs(total_finite_field(place) - closed)) < 2e-5
    assert np.max(abs(axial_vector(closed))) > 1e-3
para_N = paramagnetic(site, site)
para_C = paramagnetic(site, centre)
total = total_closed_form(site)
assert np.allclose(axial_vector(para_N), axial_vector(total), atol=1e-7)
on_symmetry_axis = total_closed_form(np.array([0.6, 0.0, 0.0]))
assert np.max(abs(axial_vector(on_symmetry_axis))) < 1e-9

# Physical shielding.
prefactor = sc.mu_0*sc.e**2/(8*np.pi*sc.m_e*UNIT)
scale = 2*prefactor
sigma = scale*total
sym = (sigma + sigma.T)/2
anti = (sigma - sigma.T)/2
a = axial_vector(sigma)


def larmor(shield, n, twice_spin=1):
    """Level spacings of -I.(1 - shield)n, in units of nu0."""
    field = [mp.mpf(float(n[i])) - mp.fsum(mp.mpf(float(shield[i, j]))
             * mp.mpf(float(n[j])) for j in range(3)) for i in range(3)]
    s, dim = mp.mpf(twice_spin)/2, twice_spin + 1
    H = mp.matrix(dim, dim)
    for k in range(dim):
        m = s - k
        H[k, k] = -field[2]*m
        if k + 1 < dim:
            step = mp.sqrt(s*(s+1) - m*(m-1))/2
            H[k, k+1] = -mp.mpc(field[0], -field[1])*step
            H[k+1, k] = -mp.mpc(field[0], field[1])*step
    levels = sorted(mp.eigh(H, eigvals_only=True))
    return [levels[k+1] - levels[k] for k in range(dim-1)]


def change(shield, n):
    """Frequency change caused by the antisymmetric part alone."""
    return float(larmor(shield, n)[0] - larmor((shield + shield.T)/2, n)[0])


def second_order(n):
    turn = np.cross(a, n)
    return 0.5*np.dot(turn, turn), np.dot(turn, sym @ n)


n45 = np.array([1.0, 1.0, 0.0])/np.sqrt(2)
size = np.linalg.norm(a)*np.max(abs(sym))
for n in (n45, axes[0], axes[1], np.array([2.0, -1.0, 2.0])/3):
    assert abs(change(sigma, n) - sum(second_order(n))) < 1e-3*size
assert abs(change(sigma, axes[2])) < 1e-6*size
spacings = larmor(sigma, n45, 3)
assert max(abs(x - larmor(sigma, n45)[0]) for x in spacings) < 1e-22
power = np.log10(change(10*sigma, n45)/change(sigma, n45))
assert abs(power - 2) < 5e-3
pure = float(larmor(anti, n45)[0] - larmor(0*anti, n45)[0])
assert abs(pure/second_order(n45)[0] - 1) < 1e-5

cosines, wcos = leggauss(6)
powder = 0.0
for c, wc in zip(cosines, wcos):
    for phi in 2*np.pi*np.arange(8)/8:
        s = np.sqrt(1 - c*c)
        powder += wc/16*change(sigma, np.array([s*np.cos(phi),
                                                s*np.sin(phi), c]))
assert abs(powder/(np.dot(a, a)/3) - 1) < 1e-3

# Worked example.
nu0 = 1e9


def show(label, T):
    for name, row in zip("xyz", scale*T*1e6):
        clean = np.round(row, 4) + 0.0
        print(f"{label} row {name} (ppm):",
              " ".join(f"{v:9.4f}" for v in clean))


quanta = sc.hbar**2/(sc.m_e*(widths*UNIT)**2)/sc.e
print("well widths ax, ay, az (pm):", *[f"{v*100:.0f}" for v in widths])
print("nucleus position x, y, z (pm):", *[f"{v*100:.0f}" for v in site])
print("oscillator quanta x, y, z (eV):", *[f"{v:.3f}" for v in quanta])
print(f"mu0 e^2/(8 pi m) (fm): {prefactor*UNIT*1e15:.5f}")
print(f"prefactor for two electrons at 100 pm (ppm): {scale*1e6:.4f}")
print("F per electron, x and y (1/(100 pm)^2):", f"{F[0]:.5f} {F[1]:.5f}")
show("diamagnetic, origin nucleus,", dia_N)
show("paramagnetic, origin nucleus,", para_N)
show("diamagnetic, origin centre,", dia_C)
show("paramagnetic, origin centre,", para_C)
show("total shielding,", total)
print(f"isotropic shielding (ppm): {np.trace(sigma)/3*1e6:.4f}")
for label, T in (("diamagnetic, origin nucleus", dia_N),
                 ("paramagnetic, origin nucleus", para_N),
                 ("diamagnetic, origin centre", dia_C),
                 ("paramagnetic, origin centre", para_C), ("total", total)):
    value = round(scale*axial_vector(T)[2]*1e6, 4) + 0.0
    print(f"a_z {label} (ppm): {value:.4f}")
square, cross = second_order(n45)
print(f"bare-nucleus frequency nu0 (MHz): {nu0/1e6:.0f}")
print("field direction: in the xy plane, angle to x (degrees):",
      f"{np.degrees(np.arctan2(n45[1], n45[0])):.0f}")
print(f"first-order shift, symmetric part (Hz): {-nu0*(n45@sym@n45):.2f}")
print(f"first-order shift, antisymmetric part (Hz): "
      f"{abs(round(nu0*(n45@anti@n45), 6)):.2f}")
print(f"second-order term |a x n|^2/2 (mHz): {nu0*square*1e3:.5f}")
print(f"second-order cross term (mHz): {nu0*cross*1e3:.5f}")
print(f"sum of second-order terms (mHz): {nu0*(square+cross)*1e3:.5f}")
print(f"change from diagonalization (mHz): {nu0*change(sigma,n45)*1e3:.5f}")
print(f"power of shielding in the change (no unit): {power:.4f}")
print(f"powder mean from diagonalization (mHz): {nu0*powder*1e3:.5f}")
print(f"powder mean from |a|^2/3 (mHz): {nu0*np.dot(a, a)/3*1e3:.5f}")
print("checks complete")
```

Running it gives:

```
well widths ax, ay, az (pm): 100 60 50
nucleus position x, y, z (pm): 60 40 0
oscillator quanta x, y, z (eV): 7.620 21.167 30.480
mu0 e^2/(8 pi m) (fm): 1.40897
prefactor for two electrons at 100 pm (ppm): 28.1794
F per electron, x and y (1/(100 pm)^2): -0.54899 -0.65987
diamagnetic, origin nucleus, row x (ppm):   18.8886   -3.3932    0.0000
diamagnetic, origin nucleus, row y (ppm):   -3.3932   23.3340    0.0000
diamagnetic, origin nucleus, row z (ppm):    0.0000    0.0000   28.2380
paramagnetic, origin nucleus, row x (ppm):   -6.9809    6.4986    0.0000
paramagnetic, origin nucleus, row y (ppm):    5.6841   -9.3225    0.0000
paramagnetic, origin nucleus, row z (ppm):    0.0000    0.0000  -17.9441
diamagnetic, origin centre, row x (ppm):   11.4507    7.7636    0.0000
diamagnetic, origin centre, row y (ppm):    2.7949   14.0519    0.0000
diamagnetic, origin centre, row z (ppm):    0.0000    0.0000   11.5180
paramagnetic, origin centre, row x (ppm):    0.4569   -4.6582    0.0000
paramagnetic, origin centre, row y (ppm):   -0.5040   -0.0404    0.0000
paramagnetic, origin centre, row z (ppm):    0.0000    0.0000   -1.2241
total shielding, row x (ppm):   11.9076    3.1055    0.0000
total shielding, row y (ppm):    2.2909   14.0115    0.0000
total shielding, row z (ppm):    0.0000    0.0000   10.2939
isotropic shielding (ppm): 12.0710
a_z diamagnetic, origin nucleus (ppm): 0.0000
a_z paramagnetic, origin nucleus (ppm): -0.4073
a_z diamagnetic, origin centre (ppm): -2.4844
a_z paramagnetic, origin centre (ppm): 2.0771
a_z total (ppm): -0.4073
bare-nucleus frequency nu0 (MHz): 1000
field direction: in the xy plane, angle to x (degrees): 45
first-order shift, symmetric part (Hz): -15657.78
first-order shift, antisymmetric part (Hz): 0.00
second-order term |a x n|^2/2 (mHz): 0.08294
second-order cross term (mHz): -0.42843
sum of second-order terms (mHz): -0.34549
change from diagonalization (mHz): -0.34550
power of shielding in the change (no unit): 2.0001
powder mean from diagonalization (mHz): 0.05529
powder mean from |a|^2/3 (mHz): 0.05529
checks complete
```
